\section*{Second-moment and product forms of the dipole self-energy in finite bases}

\section{Two matrices for one operator}

Q: In QED Hartree--Fock I build the one-electron part of the dipole self-energy by multiplying the dipole matrix by itself. Others use integrals of $x^2$. Since $x\cdot x=x^2$, I take the two to be the same, up to a basis error of no special interest. Where is the fault?

A: I use Hartree atomic units, fixed nuclei, real orbitals and one cavity mode of frequency $\omega$, unit polarization $\mathbf e$ and coupling $\lambda$, in the dipole approximation and the length gauge. With $x=\mathbf e\cdot\mathbf r$ and $D=\sum_i x_i$,
\begin{equation}
H=H_e+\omega b^\dagger b+\sqrt{\omega/2}\,\lambda D\,(b+b^\dagger)+\tfrac12\lambda^2D^2 .
\end{equation}
The zero-point energy is dropped, and the sign of the bilinear term can be reversed by $b\to-b$. The nuclear dipole adds a constant to $D$, which cancels in the variance found below.

Take an orthonormal basis $\{\chi_p\}$ of the finite orbital space, with projector $P$, and define $d_{pq}=\langle p|x|q\rangle$, $q_{pq}=\langle p|x^2|q\rangle$, $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $e_{pqrs}=\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$. One road squares first, $D^2=\sum_i x_i^2+\sum_{i\ne j}x_ix_j$, and then takes matrix elements between determinants built from the basis. The first sum is a one-body operator and the second a two-body operator that factorizes, so
\begin{equation}
(D^2)_{\rm sm}=\sum_{pq}q_{pq}E_{pq}+\sum_{pqrs}d_{pq}d_{rs}\,e_{pqrs}.
\end{equation}
The other road projects first and then squares. Anticommuting $a_{q\sigma}$ past $a^\dagger_{r\tau}$ gives
$a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\tau}a_{s\tau}=\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{s\tau}-a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{q\sigma}a_{s\tau}$, and exchanging the two annihilators turns the last sign to plus. Summing over spins, $E_{pq}E_{rs}=\delta_{qr}E_{ps}+e_{pqrs}$, and
\begin{equation}
(D^2)_{\rm pr}=\Big(\sum_{pq}d_{pq}E_{pq}\Big)^2=\sum_{ps}(dd)_{ps}E_{ps}+\sum_{pqrs}d_{pq}d_{rs}\,e_{pqrs}.
\end{equation}
The two-body parts coincide. The one-body matrix is $q$ in the second-moment form (sm) and $dd$ in the product form (pr). In a nonorthogonal basis with overlap $S$ the projector is $\sum_{\mu\nu}|\mu\rangle(S^{-1})_{\mu\nu}\langle\nu|$, and $dd$ becomes $dS^{-1}d$.

Q: And $dd$ is $q$ with the identity resolved between the factors.

A: With $P$ between the factors, since $(dd)_{ps}=\sum_q\langle p|x|q\rangle\langle q|x|s\rangle=\langle p|xPx|s\rangle$. Insert $1=P+(1-P)$ into $x\cdot x$:
\begin{equation}
G\equiv q-dd=P\,x(1-P)x\,P .
\end{equation}
Because $1-P$ is Hermitian and equal to its square, every $\phi$ in the basis space has
\begin{equation}
\langle\phi|G|\phi\rangle=\|(1-P)\,x\phi\|^2\ge0 .
\end{equation}
So $G$ is positive semidefinite, and its expectation value vanishes if and only if $x\phi$ lies in the basis space. It does not depend on the origin: under $x\to x+a$, $q\to q+2ad+a^2$ and $dd\to(d+a)^2=dd+2ad+a^2$, and the added terms cancel in the difference.

\section{The mean-field energy}

Q: A difference of matrices need not reach the energy. What does QED Hartree--Fock see of $G$?

A: The trial state is a determinant $\Phi$ times a coherent state with $b|\beta\rangle=\beta|\beta\rangle$, $\beta$ real. Then $\langle b^\dagger b\rangle=\beta^2$ and $\langle b+b^\dagger\rangle=2\beta$, so
\begin{equation}
E=E_{\rm HF}[\Phi]+\omega\beta^2+\sqrt{2\omega}\,\lambda\langle D\rangle\beta+\tfrac12\lambda^2\langle D^2\rangle .
\end{equation}
The minimum is at $\beta=-\lambda\langle D\rangle/\sqrt{2\omega}$, where the second term equals $+\tfrac12\lambda^2\langle D\rangle^2$ and the third $-\lambda^2\langle D\rangle^2$. Hence $E=E_{\rm HF}+\tfrac12\lambda^2(\langle D^2\rangle-\langle D\rangle^2)$, which is free of $\omega$ and of any constant in $D$.

For a closed shell take the molecular orbitals as basis, with $i,j$ occupied and $a$ virtual. Wick's theorem gives $\langle E_{ps}\rangle=2\delta_{ps}$ and $\langle e_{pqrs}\rangle=4\delta_{pq}\delta_{rs}-2\delta_{ps}\delta_{qr}$ for occupied indices and zero otherwise; the direct pairing allows four spin combinations and the exchange pairing the two with $\sigma=\tau$. With $o$ standing for $q$ or $dd$,
\begin{equation}
\langle D^2\rangle=2\sum_io_{ii}+4\Big(\sum_id_{ii}\Big)^2-2\sum_{ij}d_{ij}^2,\qquad\langle D\rangle=2\sum_id_{ii}.
\end{equation}
The direct term cancels against $\langle D\rangle^2$, which leaves $E=E_{\rm HF}+\lambda^2W$ with $W=\sum_io_{ii}-\sum_{ij}d_{ij}^2$. In the product form $(dd)_{ii}=\sum_jd_{ij}^2+\sum_ad_{ia}^2$, and therefore
\begin{align}
W_{\rm sm}&=\sum_iq_{ii}-\sum_{ij}d_{ij}^2, &W_{\rm pr}&=\sum_{ia}d_{ia}^2,\nonumber\\
\Delta&\equiv W_{\rm sm}-W_{\rm pr}=\sum_iG_{ii}.
\end{align}
$W_{\rm sm}$ involves the occupied orbitals alone. $W_{\rm pr}$ is a sum over whatever virtual orbitals the basis offers.

The Fock matrix follows by writing $W=\mathrm{tr}(\rho o)-\mathrm{tr}(\rho d\rho d)$, with $\rho$ the projector on the occupied orbitals. Then $\delta W=\mathrm{tr}[\delta\rho\,(o-2d\rho d)]$, and with the closed-shell definition $\delta E=2\,\mathrm{tr}(\delta\rho F)$,
\begin{equation}
F=F_{\rm HF}+\tfrac12\lambda^2o-\lambda^2d\rho d ,
\end{equation}
so that $F_{\rm sm}-F_{\rm pr}=\tfrac12\lambda^2G$ at equal density.

Q: After self-consistency the densities are not equal.

A: Two variational inequalities take care of that. Let $\Phi_{\rm sm}$ and $\Phi_{\rm pr}$ be the minimizing determinants. For any determinant the two functionals differ by $\lambda^2\Delta[\Phi]$. Using each minimizer as trial state in the other functional,
\begin{align}
E_{\rm pr}&\le E_{\rm pr}[\Phi_{\rm sm}]=E_{\rm sm}-\lambda^2\Delta[\Phi_{\rm sm}],\nonumber\\
E_{\rm sm}&\le E_{\rm sm}[\Phi_{\rm pr}]=E_{\rm pr}+\lambda^2\Delta[\Phi_{\rm pr}],
\end{align}
that is, $\lambda^2\Delta[\Phi_{\rm sm}]\le E_{\rm sm}-E_{\rm pr}\le\lambda^2\Delta[\Phi_{\rm pr}]$. The cavity-free determinant $\Phi_0$ as trial state gives, for either form, the shift $\delta\equiv E(\lambda)-E(0)\le\lambda^2W[\Phi_0]$. Since $E_{\rm HF}$ is stationary at $\Phi_0$ and the orbitals change at order $\lambda^2$, $\delta=\lambda^2W[\Phi_0]+O(\lambda^4)$. The gap is of order $\lambda^2$, like the whole mean-field cavity shift, so the fraction $\Delta/W_{\rm sm}$ of the shift that it represents does not shrink at weak coupling.

\section{Hydrogen}

Q: Show me a case I can do by hand.

A: Take hydrogen with $x=z$ and the two functions $\phi_0=e^{-r}/\sqrt\pi$ and $p_\zeta=Nze^{-\zeta r}$, which are orthogonal by parity. The angular average of $z^2$ is $r^2/3$ and $\int_0^\infty r^4e^{-kr}dr=24/k^5$, so $\int z^2e^{-kr}d^3r=(4\pi/3)(24/k^5)=32\pi/k^5$. The case $k=2$ gives $q_{00}=(1/\pi)\,\pi=1$ bohr$^2$, the case $k=2\zeta$ gives $N^2=\zeta^5/\pi$, and $k=1+\zeta$ gives
\begin{equation}
d_{0p}=\frac{\zeta^{5/2}}{\pi}\,\frac{32\pi}{(1+\zeta)^5},\qquad(dd)_{00}=d_{0p}^2=\left[\frac{4\zeta}{(1+\zeta)^2}\right]^5 .
\end{equation}
At $\zeta=1$ the function $p_\zeta$ is $z\phi_0$ itself and $G_{00}=0$ with two basis functions. For the hydrogenic $2p$ exponent $\zeta=\tfrac12$ the product is $(8/9)^5=0.5549$ and $G_{00}=0.4451$ bohr$^2$. The bracket is unchanged by $\zeta\to1/\zeta$, so $\zeta=2$ gives the same numbers. What closes the gap is the presence of $x\phi$, and the count of functions does not measure that. With Gaussians, $ze^{-\alpha r^2}$ is a $p$ function of the same exponent, so an uncontracted $p$ shell on each $s$ exponent makes $G$ vanish on every $s$ orbital of a one-centre basis. A contracted $p$ shell that merely shares the exponents, with other coefficients, does not in general contain $z\phi$.

Q: The product form gives the lower energy. By the variational principle that should make it the better one.

A: The principle covers expectation values of $H$. The second-moment energy is one, because $(D^2)_{\rm sm}$ reproduces the matrix elements of the true $D^2$ between determinants in the basis. So $E_{\rm sm}$ lies at or above the complete-basis QED-HF minimum and cannot rise when functions are added. The product energy belongs to $H-\tfrac12\lambda^2\sum G_{pq}E_{pq}$, an operator that changes with the basis, and it can fall below the limit.

For one electron the energy is $\langle h\rangle+\tfrac12\lambda^2(\langle o\rangle-\langle z\rangle^2)$. In a basis of $s$ functions alone, parity makes $d=0$, the product self-energy vanishes, and $E_{\rm pr}$ tends to $-\tfrac12$ for any $\lambda$ as the $s$ set grows. The true minimum lies higher, since $\langle h\rangle=-\tfrac12$ requires $\phi=\phi_0$, whose variance is 1 and not zero; to first order it is $-\tfrac12+\tfrac12\lambda^2$. For $\lambda=0.05$ that is $-0.5+0.001250=-0.498750$. I diagonalized $h+\tfrac12\lambda^2o$ in even-tempered Gaussians with exponents $0.02\times2.2^k$. With 18 $s$ functions ($k=0,\dots,17$), $E_{\rm sm}=-0.498755$ and $E_{\rm pr}=-0.500000$. Adding $d$ and $g$ shells on the first ten exponents gives the second-moment reference $-0.498760$, which takes the minimizer to keep the even parity of $\phi_0$. It lies $1.0\times10^{-5}$ below the first-order value, comparable with $\lambda^4\approx6\times10^{-6}$. Relative to this reference the $s$-only product energy is off by $-1.240$ m$E_h\times27.2114$ eV$/E_h=-33.7$ meV, and the second-moment energy by $+0.135$ meV.

\section{Water}

Q: An $s$-only basis is a caricature. What happens in a molecule?

A: Take water with O at the origin, $R_{\rm OH}=1.81$ bohr, angle $104.5^\circ$, and $\lambda=0.05$ polarized normal to the molecular plane. This is a very strong coupling: for a single vacuum mode $\lambda^2=4\pi/V$, so it corresponds to a mode volume $V\approx5000$ bohr$^3\approx0.75$ nm$^3$, and the shifts and gaps below scale as $\lambda^2\propto1/V$ at weaker coupling. I solved the closed-shell equations with the Fock matrix above to self-consistency. $W$ (bohr$^2$) is evaluated with the cavity-free orbitals and $\delta$ (m$E_h$) is the self-consistent shift.
\begin{center}
\begin{tabular}{lcccc}
basis & $W_{\rm sm}$ & $W_{\rm pr}$ & $\delta_{\rm sm}$ & $\delta_{\rm pr}$\\
STO-3G & 1.4327 & 0.0055 & 3.582 & 0.014\\
6-31G & 1.7783 & 0.4481 & 4.443 & 1.120\\
cc-pVDZ & 1.7471 & 1.2851 & 4.364 & 3.212\\
cc-pVTZ & 1.8194 & 1.6787 & 4.542 & 4.193\\
aug-cc-pVDZ & 1.9226 & 1.8606 & 4.789 & 4.638\\
aug-cc-pVTZ & 1.9125 & 1.9011 & 4.762 & 4.735
\end{tabular}
\end{center}
In cc-pVDZ, $\lambda^2W_{\rm sm}=0.0025\times1.7471=4.368$ m$E_h$ and $\lambda^2W_{\rm pr}=0.0025\times1.2851=3.213$ m$E_h$, each just above its $\delta$, as the inequality demands. The gap is $4.364-3.212=1.152$ m$E_h$, or $31.35$ meV, inside the bounds $1.1507$ and $1.1536$ m$E_h$ from the two self-consistent determinants. Down the table the gaps are 97, 90, 31, 9.5, 4.1 and 0.73 meV. Over the six bases $\delta_{\rm sm}$ spans $1.21$ and $\delta_{\rm pr}$ spans $4.72$ m$E_h$.

Part of the STO-3G result follows from symmetry. The coordinate $x$ is odd under reflection in the molecular plane, and the basis holds one odd function, the oxygen $2p_x$, which is an occupied orbital. For the four even occupied orbitals $x\phi_i$ is odd and has no virtual partner, so four of the five terms of $\sum_i$ in $W_{\rm pr}$ are zero. Along the $C_2$ axis this argument does not apply, and STO-3G gives $W_{\rm pr}=0.6511$ against $W_{\rm sm}=1.7646$.

Q: So both converge, one a little later.

A: They converge through different conditions. With $W_\infty$ the complete-basis value and $\epsilon=W_{\rm sm}-W_\infty$, the definition of $\Delta$ gives $W_{\rm pr}-W_\infty=\epsilon-\Delta$. The term $\epsilon$ reflects how well the basis describes the occupied orbitals, and since $W$ by itself is not stationary it is in general linear in their error and has either sign. The term $\Delta$ measures how well the basis describes the functions $x\phi_i$, and it has one sign. Squaring shows that $|\epsilon-\Delta|<|\epsilon|$ requires $\Delta^2<2\epsilon\Delta$, that is $\epsilon>\Delta/2$. Take $W_{\rm sm}=1.9125$ of aug-cc-pVTZ in place of $W_\infty$. In cc-pVDZ the errors relative to it are $1.7471-1.9125=-0.165$ (9 percent) and $1.2851-1.9125=-0.627$ (33 percent). In aug-cc-pVDZ $\epsilon=+0.010$ is positive but below $\Delta/2=0.031$, and the product error is $-0.052$. In these bases the second-moment form is the closer one. Its shift lies above the reference in one basis and below it in four, which is allowed, because $\delta_{\rm sm}$ is a difference of two upper bounds and is therefore not bounded from either side by the complete-basis shift. The reference is itself converged only to a few thousandths: $W_{\rm sm}$ falls to $1.9104$ in aug-cc-pVQZ and $1.9095$ in aug-cc-pV5Z, which shifts each error above by about $+0.003$ (so $\epsilon\approx+0.013$ in aug-cc-pVDZ) and leaves the ordering of the two forms unchanged.

For fixed orbitals and nested spaces $P\subset P'$, the function $(1-P)f$ splits into the orthogonal parts $(1-P')f$ and $(P'-P)f$, so $\Delta$ cannot rise. Keeping the cc-pVDZ orbitals and using the aug-cc-pVDZ projector lowers $\Delta$ from $0.4619$ to $0.0395$ bohr$^2$; for the triple-zeta pair it goes from $0.1407$ to $0.0076$. With their own orbitals the augmented bases have the larger values $1.9226-1.8606=0.0620$ and $1.9125-1.9011=0.0114$. The inequality says nothing about that case, since the functions $x\phi_i$ have changed as well.

Q: In the limit, at least, $G\to0$.

A: On a fixed orbital with $x\phi$ square integrable, $\|(1-P)x\phi\|\to0$ as the basis becomes complete. The norm of $G$ need not follow. For an oscillator with unit mass and frequency, $x=(c+c^\dagger)/\sqrt2$ has the nonzero elements $\langle n|x|n+1\rangle=\sqrt{(n+1)/2}$. In the basis $n=0,\dots,N-1$, $G_{nn'}=\sum_{m\ge N}\langle n|x|m\rangle\langle m|x|n'\rangle$, and the one surviving term has $m=N$, $n=n'=N-1$:
\begin{equation}
G=\tfrac N2\,|N-1\rangle\langle N-1| .
\end{equation}
The gap is zero on all lower states, and the norm is 2, 4 and 8 for $N=4$, 8 and 16. In water the largest eigenvalue of $Gv=gSv$ is $0.72$, $2.2$, $3.4$, $4.9$, $17.0$ and $22.5$ bohr$^2$ down the table, rising while $\Delta$ falls.

Orbital energies feel the choice too. In cc-pVDZ the HOMO moves from $-0.49311$ to $-0.49223$ (sm) or $-0.49278$ (pr), and the LUMO from $0.18547$ to $0.18881$ (sm) or $0.18608$ (pr). The forms differ by $0.55$ and $2.73$ m$E_h$; these differences contain $\tfrac12\lambda^2G_{pp}$ and, at the same order, the response of $F_{\rm HF}$ to the differing densities. The values hold for the origin at O. Under $x\to x+a$ the Fock matrix gains $\lambda^2[ad+\tfrac12a^2-a(\rho d+d\rho)-a^2\rho]$. In the occupied-virtual block this is $\lambda^2(ad_{ia}-ad_{ia})=0$, so the self-consistency condition $F_{ia}=0$, the density and the energy are unchanged. The occupied block gains $-\lambda^2(ad+\tfrac12a^2)$ and the virtual block $+\lambda^2(ad+\tfrac12a^2)$, in both forms.

\section{With photon correlation}

Q: Then I should use second moments everywhere.

A: That does not follow beyond mean field. Consider one electron with $\langle x\rangle=0$ in a nondegenerate ground state, and $B=b+\lambda d/\sqrt{2\omega}$. The matrix $d$ is Hermitian and commutes with $b$, and $\omega/\sqrt{2\omega}=\sqrt{\omega/2}$, so
\begin{equation}
\omega B^\dagger B=\omega b^\dagger b+\sqrt{\omega/2}\,\lambda d\,(b+b^\dagger)+\tfrac12\lambda^2dd .
\end{equation}
The bilinear term contains the projected $d$, and the product form is the self-energy that completes its square. The second-moment form carries the extra positive semidefinite term $\tfrac12\lambda^2G$ with no bilinear partner. Let $n$ label eigenstates of $h$ in the basis, with excitation energies $\Delta E_n$. At order $\lambda^2$ the self-energy contributes $\tfrac12\lambda^2o_{00}$ in first order, and the bilinear term couples $|0\rangle|0\rangle$ to $|n\rangle|1\rangle$ with element $\sqrt{\omega/2}\,\lambda d_{0n}$ and denominator $\omega+\Delta E_n$. Writing $E-E_0=\lambda^2c+O(\lambda^4)$ and using $(dd)_{00}=\sum_{n\ne0}d_{0n}^2$,
\begin{align}
c_{\rm pr}&=\tfrac12\sum_{n\ne0}d_{0n}^2\Big[1-\frac{\omega}{\omega+\Delta E_n}\Big]=\tfrac12\sum_{n\ne0}\frac{d_{0n}^2\,\Delta E_n}{\omega+\Delta E_n},\nonumber\\
c_{\rm sm}&=c_{\rm pr}+\tfrac12G_{00}.
\end{align}
As $\omega\to0$ these become the QED-HF values $\tfrac12(dd)_{00}$ and $\tfrac12q_{00}$. For large $\omega$, $c_{\rm pr}\to\sum_n\Delta E_nd_{0n}^2/2\omega$. In a complete basis with a local potential, $[h,x]=-\partial_x$ and $[x,-\partial_x]=1$, while the ground-state expectation of $[x,[h,x]]=2xhx-x^2h-hx^2$ is $2\sum_n\Delta E_nd_{0n}^2$. This is the Thomas--Reiche--Kuhn rule $\sum_n\Delta E_nd_{0n}^2=\tfrac12$, and it gives $c\to1/4\omega$. In a finite basis $c_{\rm pr}$ also vanishes as $1/\omega$, with its own prefactor, whereas $c_{\rm sm}\to\tfrac12G_{00}$.

If the basis consists of exact eigenstates, $G_{00}$ is the sum of $d_{0n}^2$ over the omitted ones. The exact $c$ weights each omitted state by $\Delta E_n/(\omega+\Delta E_n)$, the product form by 0 and the second-moment form by 1. Then $c_{\rm pr}\le c\le c_{\rm sm}$, and the second-moment form is the closer one when $\omega$ lies below all the omitted excitation energies, the product form when it lies above all that carry dipole strength.

For hydrogen in cc-pVDZ, $q_{00}=0.9909$ and $(dd)_{00}=0.4429$, so $\tfrac12G_{00}=\tfrac12(0.9909-0.4429)=0.2740$ bohr$^2$. As reference I use the 18 $s$ functions above with $p$ shells on the same exponents, where $G_{00}=0$, $q_{00}=1.0000$ and the sum rule comes out as $0.5000$. The formula gives, in bohr$^2$ with $\omega$ in $E_h$:
\begin{center}
\begin{tabular}{cccc}
$\omega$ & $c_{\rm sm}$ & $c_{\rm pr}$ & reference\\
$\to0$ & 0.4954 & 0.2214 & 0.5000\\
0.05 & 0.4878 & 0.2139 & 0.4497\\
0.5 & 0.4374 & 0.1635 & 0.2404\\
5 & 0.3227 & 0.0487 & 0.0445\\
50 & 0.2801 & 0.0061 & 0.0049
\end{tabular}
\end{center}
At $\omega=0.05$ ($1.36$ eV) the errors relative to the reference are $+0.038$ (sm) and $-0.236$ (pr). At $\omega=0.5$ ($13.6$ eV) they are $+0.197$ and $-0.077$, so the order has already reversed. At $\omega=50$, a formal limit in which the vacuum wavelength, $2\pi\times137.0/50\approx17$ bohr, is no longer very long compared with the atom, the reference is near $1/4\omega=0.0050$ and $c_{\rm sm}=0.0061+0.2740$ is almost entirely the gap. The Gaussian basis is not made of exact eigenstates, so the bracket is not guaranteed, and it does fail at both ends: $c_{\rm sm}$ is below the reference at $\omega\to0$, and $c_{\rm pr}$ is above it at $\omega=5$ and 50.

Q: Does the second-moment energy lose its bound there?

A: The total energy keeps it, because diagonalizing in the product of the orbital and photon spaces still minimizes an expectation value of the true $H$. An upper bound can be a poor one, and at high $\omega$ it exceeds the limit by about $\tfrac12\lambda^2G_{00}$ on top of the basis error of $E_0$. In either case the two Hamiltonians differ by $\tfrac12\lambda^2\sum G_{pq}E_{pq}$, so for a nondegenerate ground state the energies differ at order $\lambda^2$ by $\tfrac12\lambda^2\sum\gamma_{pq}G_{pq}$, with $\gamma_{pq}=\langle E_{pq}\rangle$ taken in the cavity-free state. For one electron this is $\tfrac12\lambda^2G_{00}$. For a closed-shell determinant it is $\lambda^2\Delta$ with $\Delta=\sum_iG_{ii}$, which needs nothing beyond $q$, $d$, $S$ and the occupied orbitals; a correlated state needs its own $\gamma$. When $\Delta/W_{\rm sm}$ is $0.4619/1.7471=0.26$, as for water in cc-pVDZ, the choice of form changes the mean-field shift by a quarter. In aug-cc-pVTZ the ratio is $0.0114/1.9125=0.006$.

Numerical values quoted here were computed with a short program.
